**Drift law and stability interval for incompletely converged Hartree-Fock dynamics**

The program studies a four-site restricted Hartree-Fock Hubbard chain coupled to one vibration, where $\Gamma$ is the factor by which a truncated SCF routine maps a small density error, $\gamma$ are its eigenvalues, $K$ is the energy Hessian and $\dot x^*$ is the velocity of the electronic minimum. It asserts that starting from the previous density changes the energy at the rate $-\delta t\,\dot x^{*T}K\Gamma(1-\Gamma)^{-1}\dot x^*$, within 5% for one to four SCF steps of this model. The output shows heating for odd and cooling for even numbers of steps. For the propagation $P_{n+1}=2P_n-P_{n-1}+\kappa(D_n-P_n)$, where $P$ is the auxiliary density and $D$ the SCF output, it asserts reversibility and a drift below one thousandth of the one-step previous-density drift. Nonlinear runs at fixed nuclei are asserted to stay bounded at 0.98 and to grow at 1.02 of the edge $\kappa=4/(1-\min(0,\gamma_{\min}))$, including a case in which plain SCF diverges. Further assertions cover the Hessian, the real SCF spectrum, the leading density errors under prescribed motion and the square-root growth of noise.

## Verification by program

```python
"""Result under test: an SCF stopped early maps a density error e to Gamma e.
(1) Starting each MD step from the previous density gives a lag error whose power
    is -dt * xdot^T K Gamma (1-Gamma)^-1 xdot  (K: Hessian of the HF energy in the
    occupied-virtual rotations x; xdot: velocity of the HF minimum).
(2) P_next = 2P - P_prev + kappa*(SCF(P) - P) is reversible and, at fixed nuclei,
    stable for 0 < kappa < 4/(1 - min(0, gamma_min)), gamma = eigenvalues of Gamma.
Model: 4-site, 4-electron restricted HF Hubbard chain with one coordinate q.
P and D are density matrices per spin. Hartree atomic units throughout.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import expm

N_SITE, N_OCC = 4, 2
HOP, U0 = 0.1, 0.1                 # hopping and on-site repulsion, hartree
MASS, SPRING, DT = 20000.0, 0.3, 20.0
KAPPA, Q_START = 2.0, 0.4
SITE = np.array([0.03, -0.02, 0.02, -0.03])
G_SITE, G_HOP = 0.04, 0.02         # couplings to q, hartree/bohr
NB = np.diag(np.ones(3), 1) + np.diag(np.ones(3), -1)
H0 = np.diag(SITE) - HOP * NB
alternate = G_HOP * np.array([1.0, -1.0, 1.0])
H1 = (np.diag(G_SITE * np.array([1.0, -1.0, 1.0, -1.0]))
      + np.diag(alternate, 1) + np.diag(alternate, -1))


def mean_field(P, U=U0, V=0.0):
    """Coulomb plus exchange matrix; V is a nearest-neighbour repulsion."""
    p = np.diag(P)
    return np.diag(U * p + 2 * V * (NB @ p)) - V * NB * P


def scf(q, P, m, U=U0, V=0.0):
    """m undamped SCF steps, each ending in an idempotent density."""
    for _ in range(m):
        C = np.linalg.eigh(H0 + q * H1 + mean_field(P, U, V))[1][:, :N_OCC]
        P = C @ C.T
    return P


def converge(q, U=U0, V=0.0):
    P = 0.5 * np.eye(N_SITE)
    for _ in range(1000):
        D = scf(q, P, 1, U, V)
        if np.linalg.norm(D - P) < 1e-12:
            return D
        P = P + 0.4 * (D - P)
    raise RuntimeError("SCF not converged")


def electronic_energy(q, P, U=U0, V=0.0):
    return np.sum((2 * (H0 + q * H1) + mean_field(P, U, V)) * P)


def rotation_matrices(q, D, U=U0, V=0.0):
    """A (orbital gaps), K (Hessian), density changes T and generators X."""
    eps, C = np.linalg.eigh(H0 + q * H1 + mean_field(D, U, V))
    gaps, T, X = [], [], []
    for a in range(N_OCC, N_SITE):
        for i in range(N_OCC):
            ai = np.outer(C[:, a], C[:, i])
            gaps.append(4 * (eps[a] - eps[i]))
            T.append(ai + ai.T)
            X.append(ai - ai.T)
    B = np.array([[2 * np.sum(s * mean_field(t, U, V)) for t in T] for s in T])
    A = np.diag(gaps)
    return A, A + B, T, X


# Orthonormal basis of all symmetric matrices, including non-idempotent changes
SYM = []
for i in range(N_SITE):
    for j in range(i, N_SITE):
        S = np.zeros((N_SITE, N_SITE))
        S[i, j] = S[j, i] = 1.0 if i == j else np.sqrt(0.5)
        SYM.append(S)


def to_vec(P):
    return np.array([np.sum(S * P) for S in SYM])


def to_mat(v):
    return sum(x * S for x, S in zip(v, SYM))


def numerical_gamma(q, D, m, U=U0, V=0.0, step=1e-4):
    cols = [to_vec(scf(q, D + step * S, m, U, V) - scf(q, D - step * S, m, U, V))
            / (2 * step) for S in SYM]
    return np.array(cols).T


# ---- Hessian and SCF spectrum, with and without intersite exchange ----
rng = np.random.default_rng(7)
spectra = {}
for V in (0.0, 0.02):
    D = converge(0.1, V=V)
    A, K, T, X = rotation_matrices(0.1, D, V=V)
    x = rng.normal(size=len(T))
    gen = sum(c * g for c, g in zip(x, X))
    d = 1e-3
    e_vals = []
    for s in (-d, 0.0, d):
        R = expm(s * gen)
        e_vals.append(electronic_energy(0.1, R @ D @ R.T, V=V))
    curvature = (e_vals[0] - 2 * e_vals[1] + e_vals[2]) / d**2
    assert abs(curvature / (x @ K @ x) - 1) < 1e-3
    assert np.linalg.eigvalsh(K).min() > 0
    lam = 1 - np.linalg.eigvals(np.linalg.solve(A, K))
    direct = np.linalg.eigvals(numerical_gamma(0.1, D, 1, V=V))
    assert np.max(np.abs(direct.imag)) < 1e-4
    expected = np.sort(np.concatenate([lam.real, np.zeros(len(SYM) - len(lam))]))
    assert np.allclose(np.sort(direct.real), expected, atol=1e-4)
    spectra[V] = np.sort(lam.real)
assert spectra[0.02][0] < 0 < spectra[0.02][-1] < 1

# ---- Leading density errors under a prescribed slow motion ----
n_cycle = 400


def q_path(k):
    return 0.1 + 0.3 * np.cos(2 * np.pi * k / n_cycle)


def slow_terms(k):
    before, here, after = [converge(q_path(k + s)) for s in (-1, 0, 1)]
    gam = numerical_gamma(q_path(k), here, 1)
    inv = np.linalg.inv(np.eye(len(SYM)) - gam)
    return (here, gam, inv, to_vec(after - before) / 2,
            to_vec(after - 2 * here + before))


D = converge(q_path(-1))
for k in range(n_cycle // 4 + 1):
    D = scf(q_path(k), D, 1)
here, gam, inv, first, second = slow_terms(n_cycle // 4)
lag_seen, lag_law = to_vec(D - here), -gam @ inv @ first
lag_mismatch = np.linalg.norm(lag_seen - lag_law) / np.linalg.norm(lag_law)
assert lag_mismatch < 0.05

here, gam, inv, first, second = slow_terms(0)
shift = to_mat(-inv @ second / KAPPA)
P_prev, P = converge(q_path(-1)) + shift, here + shift
for k in range(n_cycle // 2 + 1):
    D = scf(q_path(k), P, 1)
    P_prev, P = P, 2 * P - P_prev + KAPPA * (D - P)
here, gam, inv, first, second = slow_terms(n_cycle // 2)
xl_seen, xl_law = to_vec(D - here), -gam @ inv @ second / KAPPA
xl_mismatch = np.linalg.norm(xl_seen - xl_law) / np.linalg.norm(xl_law)
assert xl_mismatch < 0.05


# ---- Molecular dynamics ----
def dynamics(extended, steps, m, q_prev, q, P_prev, P):
    rec = np.empty((steps, 3))
    for n in range(steps):
        D = scf(q, P, m)
        force = -SPRING * q - 2 * np.sum(H1 * D)
        q_next = 2 * q - q_prev + DT**2 * force / MASS
        v = (q_next - q_prev) / (2 * DT)
        energy = 0.5 * MASS * v**2 + 0.5 * SPRING * q**2 + electronic_energy(q, D)
        rec[n] = q, v, energy
        P_next = 2 * P - P_prev + KAPPA * (D - P) if extended else D
        q_prev, q, P_prev, P = q, q_next, P, P_next
    return rec, (q_prev, q, P_prev, P)


def slope(y):
    return np.polyfit(DT * np.arange(len(y)), y, 1)[0]


q_grid = np.linspace(-1, 1, 81)
grid_data = [rotation_matrices(q, converge(q)) for q in q_grid]


def friction_coefficient(m):
    values = []
    for A, K, T, X in grid_data:
        response = -np.linalg.solve(K, [2 * np.sum(t * H1) for t in T])
        one = np.eye(len(T))
        gamma = np.linalg.matrix_power(one - np.linalg.solve(A, K), m)
        kernel = K @ gamma @ np.linalg.inv(one - gamma)
        assert np.allclose(kernel, kernel.T, atol=1e-9)
        values.append(DT * response @ kernel @ response)
    return CubicSpline(q_grid, values)


D_start = converge(Q_START)
start = (Q_START, Q_START, D_start, D_start)
n_short, n_long = 900, 9000
drifts = []
for m in (1, 2, 3, 4):
    rec, end = dynamics(False, n_short, m, *start)
    assert np.max(np.abs(rec[:, 0])) < 1
    coefficient = friction_coefficient(m)
    work = -np.cumsum(coefficient(rec[:, 0]) * rec[:, 1]**2) * DT
    seen, law = slope(rec[:, 2]), slope(work)
    assert abs(seen / law - 1) < 0.05
    assert seen * (-1)**m < 0          # odd m heats, even m cools in this model
    drifts.append((m, float(coefficient(0.1)), seen, law,
                   rec[-1, 2] - rec[0, 2]))
    if m == 1:
        back = dynamics(False, n_short, 1, end[1], end[0], end[3], end[3])[1]
        lag_return = abs(back[1] - Q_START)

rec_xl, _ = dynamics(True, n_long, 1, *start)
xl_slope = slope(rec_xl[:, 2])
xl_spread = np.ptp(rec_xl[:, 2])
assert abs(xl_slope) < 1e-3 * abs(drifts[0][2])
_, end = dynamics(True, n_short, 1, *start)
back = dynamics(True, n_short, 1, end[1], end[0], end[3], end[2])[1]
xl_return = abs(back[1] - Q_START)
assert xl_return < 1e-8 and lag_return > 1e-3
turns = np.sum(np.diff(np.sign(rec_xl[:, 1])) != 0)
period = 2 * n_long * DT / turns


# ---- Stability edge from nonlinear propagation at fixed nuclei ----
def largest_deviation(D, m, kappa, U):
    noise = np.random.default_rng(3).normal(size=(N_SITE, N_SITE))
    P_prev = P = D + 1e-6 * (noise + noise.T) / 2
    worst = 0.0
    for _ in range(400):
        P_prev, P = P, 2 * P - P_prev + kappa * (scf(0.1, P, m, U) - P)
        worst = max(worst, np.linalg.norm(P - D))
        if worst > 0.05:
            break
    return worst


edges = []
for U, m in ((U0, 1), (U0, 2), (U0, 3), (0.4, 1)):
    D = converge(0.1, U)
    A, K, T, X = rotation_matrices(0.1, D, U)
    gammas = (1 - np.linalg.eigvals(np.linalg.solve(A, K)).real)**m
    edge = 4 / (1 - min(0.0, gammas.min()))
    inside = largest_deviation(D, m, 0.98 * edge, U)
    outside = largest_deviation(D, m, 1.02 * edge, U)
    assert inside < 1e-4 and outside > 1e-2
    edges.append((U, m, gammas.min(), edge, inside, outside))
assert edges[-1][2] < -1 and edges[-1][3] < 2
strong_at_two = largest_deviation(D, 1, 2.0, 0.4)
assert strong_at_two > 1e-2


def root_size(s):
    return np.max(np.abs(np.roots([1, -(2 - s), 1])))


assert all(abs(root_size(s) - 1) < 1e-10 for s in (0.1, 1.0, 2.0, 3.9))
assert all(root_size(s) > 1.01 for s in (-0.1, 4.1))
complex_root = root_size(KAPPA * (1 - (0.3 + 0.1j)))
assert complex_root > 1.01

# ---- Accumulation of independent noise of unit size in D ----
noise_gamma, noise_steps = -0.5, 2000
trace = 2 - KAPPA * (1 - noise_gamma)
e_prev, e = np.zeros(4000), np.zeros(4000)
for _ in range(noise_steps):
    e_prev, e = e, trace * e - e_prev + KAPPA * rng.normal(size=4000)
noise_seen = np.sqrt(np.mean(e**2))
noise_law = KAPPA * np.sqrt(noise_steps / 2) / np.sqrt(1 - trace**2 / 4)
assert abs(noise_seen / noise_law - 1) < 0.06   # sampling error about 1 percent

# ---- Report ----
au_fs = const.physical_constants["atomic unit of time"][0] * 1e15
print(f"hopping {HOP} Eh, repulsion U {U0} Eh, sites {SITE} Eh")
print(f"couplings to q: site {G_SITE}, hopping {G_HOP} Eh/bohr")
print(f"mass {MASS:.0f} m_e, spring {SPRING} Eh/bohr^2, start q {Q_START} bohr")
print(f"time step {DT} a.u. = {DT * au_fs:.4f} fs, kappa {KAPPA}")
print(f"vibration period {period:.1f} a.u. of time")
print("one-step SCF eigenvalues, q=0.1 bohr:", np.round(spectra[0.0], 4))
print("same with neighbour repulsion 0.02 Eh:", np.round(spectra[0.02], 4))
print(f"prescribed motion: {n_cycle} steps per cycle, q from -0.2 to 0.4 bohr")
print(f"lag error norm: seen {np.linalg.norm(lag_seen):.4e}, "
      f"law {np.linalg.norm(lag_law):.4e}, mismatch {lag_mismatch:.2e}")
print(f"extended error norm: seen {np.linalg.norm(xl_seen):.4e}, "
      f"law {np.linalg.norm(xl_law):.4e}, mismatch {xl_mismatch:.2e}")
print(f"previous-density dynamics, {n_short} steps:")
for m, coef, seen, law, change in drifts:
    print(f" m={m}: friction at q=0.1 {coef:.4f} a.u.; drift seen {seen:.4e}, "
          f"law {law:.4e} Eh/a.u. time; net change {change:.3e} Eh")
print(f"m=1 drift converted: {drifts[0][2] * 1000 / au_fs:.4e} Eh/ps")
print(f"extended dynamics, m=1, {n_long} steps: drift {xl_slope:.2e} "
      f"Eh/a.u. time = {xl_slope * 1000 / au_fs:.2e} Eh/ps")
print(f"extended dynamics energy peak-to-peak {xl_spread:.3e} Eh")
print(f"return error after reversal, {n_short} steps each way: "
      f"previous density {lag_return:.3e}, extended {xl_return:.1e} bohr")
print("stability at q=0.1 bohr, initial disturbance scale 1e-6:")
for U, m, low, edge, inside, outside in edges:
    print(f" U={U} Eh, m={m}: gamma_min {low:.4f}, kappa edge {edge:.4f}; "
          f"max deviation at 0.98 edge {inside:.1e}, at 1.02 edge {outside:.1e}")
print(f"U=0.4 Eh, m=1, kappa=2: deviation reaches {strong_at_two:.2e}")
print(f"largest root for gamma=0.3+0.1i, kappa=2: {complex_root:.4f}")
print(f"noise growth, gamma={noise_gamma}, {noise_steps} steps: rms/sigma "
      f"seen {noise_seen:.2f}, law {noise_law:.2f}")
print("OK")
```

Printed output:

```
hopping 0.1 Eh, repulsion U 0.1 Eh, sites [ 0.03 -0.02  0.02 -0.03] Eh
couplings to q: site 0.04, hopping 0.02 Eh/bohr
mass 20000 m_e, spring 0.3 Eh/bohr^2, start q 0.4 bohr
time step 20.0 a.u. = 0.4838 fs, kappa 2.0
vibration period 1827.4 a.u. of time
one-step SCF eigenvalues, q=0.1 bohr: [-0.5342 -0.3332 -0.0927  0.    ]
same with neighbour repulsion 0.02 Eh: [-0.2624 -0.2349 -0.0583  0.0447]
prescribed motion: 400 steps per cycle, q from -0.2 to 0.4 bohr
lag error norm: seen 5.9057e-04, law 5.9037e-04, mismatch 5.36e-04
extended error norm: seen 4.1737e-06, law 4.1736e-06, mismatch 1.62e-05
previous-density dynamics, 900 steps:
 m=1: friction at q=0.1 -0.3953 a.u.; drift seen 6.2015e-07, law 6.1932e-07 Eh/a.u. time; net change 1.125e-02 Eh
 m=2: friction at q=0.1 0.4529 a.u.; drift seen -4.8896e-07, law -4.8971e-07 Eh/a.u. time; net change -8.876e-03 Eh
 m=3: friction at q=0.1 -0.1500 a.u.; drift seen 2.0475e-07, law 2.0461e-07 Eh/a.u. time; net change 3.693e-03 Eh
 m=4: friction at q=0.1 0.1005 a.u.; drift seen -1.2141e-07, law -1.2135e-07 Eh/a.u. time; net change -2.217e-03 Eh
m=1 drift converted: 2.5638e-02 Eh/ps
extended dynamics, m=1, 9000 steps: drift 3.12e-13 Eh/a.u. time = 1.29e-08 Eh/ps
extended dynamics energy peak-to-peak 2.980e-05 Eh
return error after reversal, 900 steps each way: previous density 1.946e-01, extended 6.4e-15 bohr
stability at q=0.1 bohr, initial disturbance scale 1e-6:
 U=0.1 Eh, m=1: gamma_min -0.5342, kappa edge 2.6072; max deviation at 0.98 edge 1.8e-05, at 1.02 edge 6.2e-02
 U=0.1 Eh, m=2: gamma_min 0.0000, kappa edge 4.0000; max deviation at 0.98 edge 3.6e-05, at 1.02 edge 5.8e-02
 U=0.1 Eh, m=3: gamma_min -0.1524, kappa edge 3.4709; max deviation at 0.98 edge 1.8e-05, at 1.02 edge 6.2e-02
 U=0.4 Eh, m=1: gamma_min -2.3576, kappa edge 1.1913; max deviation at 0.98 edge 1.6e-05, at 1.02 edge 5.8e-02
U=0.4 Eh, m=1, kappa=2: deviation reaches 8.58e-02
largest root for gamma=0.3+0.1i, kappa=2: 1.1102
noise growth, gamma=-0.5, 2000 steps: rms/sigma seen 72.69, law 73.03
OK
```
